# Why Gamma-only size errors vanish fast in insulators, erratically in metals: a numerical check

```python
"""Gamma-only supercell errors for independent electrons.

Result under test: the error per cell (finite minus bulk) is the sum of
Fourier coefficients of the occupied-band energy at supercell translations.
It is exponential for a gapped chain, and oscillating with algebraic decay
for a sharp Fermi surface. Thermal smoothing restores exponential decay.

Symbols: t1, t2 = alternating hoppings; N = cells in a ring;
kappa = decay rate per cell; n_el = electrons in a cubic box of side L;
kF = bulk Fermi wave number; r3[M] = integer 3-vectors of squared length M.
Hartree atomic units; every spatial orbital holds two electrons.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import spherical_jn

hartree_ev = physical_constants["Hartree energy in eV"][0]

# ---------- Free electrons: explicit filling of plane waves ----------
r_s = 3.0
density = 3 / (4 * np.pi * r_s**3)
kF = (3 * np.pi**2 * density) ** (1 / 3)
mu = kF**2 / 2
bulk_energy = 0.6 * mu

axis = np.arange(-4, 5)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
squares = np.sort((nx**2 + ny**2 + nz**2).ravel())
closed = [2 * int(np.sum(squares <= s)) for s in range(6)]
assert closed == [2, 14, 38, 54, 66, 114]

# Numbers of integer vectors, used for the real-space translation sum.
m_max = 160
M_max = m_max**2
r3 = np.zeros(M_max + 1)
r3[0] = 1
for _ in range(3):
    extended = r3.copy()
    for i in range(1, m_max + 1):
        extended[i * i:] += 2 * r3[:M_max + 1 - i * i]
    r3 = extended
M = np.arange(1, M_max + 1)
smoothing = 0.005  # Gaussian width in units of 2*pi/L
damping = np.exp(-2 * np.pi**2 * smoothing**2 * M)


def translation_sum(n_el):
    """Relative grand-potential error from nonzero box translations."""
    x = (3 * np.pi**2 * n_el) ** (1 / 3) * np.sqrt(M)
    return -10 * np.sum(r3[1:] * damping * spherical_jn(2, x) / x**2)


print(f"Electron gas: r_s = {r_s:.1f} bohr, kF = {kF:.5f} 1/bohr")
print(f"Bulk Fermi energy = {mu:.6f} Ha")
print(f"Bulk energy per electron = {bulk_energy:.6f} Ha"
      f" = {bulk_energy * hartree_ev:.4f} eV")
print("N_e, L/bohr, kF*L, (kF*L/2pi)^2, energy per electron/Ha")
rows = []
for n_el in closed:
    L = (n_el / density) ** (1 / 3)
    levels = 0.5 * (2 * np.pi / L) ** 2 * squares
    occupied = np.arange(len(levels)) < n_el // 2
    assert levels[n_el // 2] > levels[n_el // 2 - 1] + 1e-8
    energy = 2 * np.sum(levels[occupied]) / n_el
    total = energy / bulk_energy - 1
    misplaced = occupied != (levels < mu)
    refill = 2 * np.sum(np.abs(levels[misplaced] - mu))
    refill /= n_el * bulk_energy
    omega_part = translation_sum(n_el)
    # Damping bias is 5*smoothing^2/(kF*L/2pi)^2, at most 3.3e-4.
    assert abs(omega_part + refill - total) < 5e-4
    assert (refill > 0) == (n_el == 66)
    rows.append((n_el, total, omega_part, refill, energy - bulk_energy))
    print(f"{n_el:4d} {L:9.4f} {kF * L:8.4f}"
          f" {(kF * L / (2 * np.pi))**2:8.4f} {energy:10.6f}")
print("N_e, total error/%, translation part/%, refilling part/%, error/mHa")
for n_el, total, omega_part, refill, difference in rows:
    print(f"{n_el:4d} {100 * total:9.3f} {100 * omega_part:9.3f}"
          f" {100 * refill:8.3f} {1000 * difference:10.4f}")
print(f"Error for {rows[-1][0]} electrons ="
      f" {rows[-1][4] * hartree_ev * 1000:.2f} meV per electron")
signs = np.sign([row[1] for row in rows])
assert np.sum(signs[1:] != signs[:-1]) >= 3
assert abs(rows[5][1]) > abs(rows[4][1])

# Many larger closed shells test the typical size of the oscillation.
shell = np.arange(401)
orbitals = np.cumsum(r3[:401])
sum_squares = np.cumsum(shell * r3[:401])
radius2 = (3 * orbitals / (4 * np.pi)) ** (2 / 3)
relative = sum_squares / orbitals / (0.6 * radius2) - 1
electrons = 2 * orbitals
window = (r3[:401] > 0) & (electrons > 2000) & (electrons < 40000)
scaled = electrons[window] * relative[window]
rms_direct = np.sqrt(np.mean(scaled**2))
rms_theory = 10 / (3 * np.pi**2) * np.sqrt(
    0.5 * np.sum(r3[1:] ** 2 / M.astype(float) ** 3))
# Finite window and refilling leave corrections to the asymptotic average.
assert abs(rms_direct / rms_theory - 1) < 0.15
print(f"Closed shells with 2000 < N_e < 40000: {window.sum()}")
print(f"rms of N_e * relative error: direct {rms_direct:.3f},"
      f" predicted {rms_theory:.3f}")
print(f"Sign changes in this series: {np.sum(scaled[1:] * scaled[:-1] < 0)}")


# ---------- Chains: Gamma-only real-space rings ----------
def ring_levels(N, t1, t2):
    H = np.zeros((2 * N, 2 * N))
    for j in range(N):
        a, b, c = 2 * j, 2 * j + 1, (2 * j + 2) % (2 * N)
        H[a, b] -= t1
        H[b, a] -= t1
        H[b, c] -= t2
        H[c, b] -= t2
    return np.linalg.eigvalsh(H)


def band(k, t1, t2):
    # This form avoids a negative square-root argument at the zone edge.
    return np.sqrt((t1 - t2) ** 2 + 4 * t1 * t2 * np.cos(k / 2) ** 2)


half_binomial = np.ones(4000)
for j in range(3999):
    half_binomial[j + 1] = half_binomial[j] * (0.5 - j) / (j + 1)


def series_error(N, t1, t2):
    q = t2 / t1
    j = np.arange(600)
    result = 0.0
    for m in range(1, 3000 // N):
        shift = m * N
        coefficient = t1 * np.sum(half_binomial[j]
                                  * half_binomial[j + shift]
                                  * q ** (2 * j + shift))
        result -= 4 * coefficient
    return result


t1 = 0.1
sizes = [4, 5, 8, 9, 16, 17, 24]
errors = {}
for t2 in (0.05, 0.09, 0.1):
    bulk = -2 * quad(band, 0, np.pi, args=(t1, t2),
                     epsabs=1e-14, epsrel=1e-13, limit=200)[0] / np.pi
    for N in sizes:
        levels = ring_levels(N, t1, t2)
        error = 2 * np.sum(levels[:N]) / N - bulk
        errors[t2, N] = error
        if t2 < t1:
            expected = series_error(N, t1, t2)
        else:
            angle = np.pi / (2 * N)
            factor = 1 / np.tan(angle) if N % 2 == 0 else 1 / np.sin(angle)
            expected = 8 * t1 / np.pi - 4 * t1 * factor / N
        assert abs(error - expected) < 1e-13 + 1e-3 * abs(expected)
    if t2 < t1:
        gap = levels[N] - levels[N - 1]
        assert abs(gap - 2 * (t1 - t2)) < 1e-12
        kappa = np.log(t1 / t2)
        print(f"Chain t1 = {t1:.2f} Ha, t2 = {t2:.2f} Ha: gap = {gap:.3f} Ha,"
              f" kappa = {kappa:.5f}, 1/kappa = {1 / kappa:.3f} cells")

print("N, error per cell/Ha for t2 = 0.05, 0.09, 0.10 Ha")
for N in sizes:
    print(f"{N:3d} " + " ".join(f"{errors[t2, N]:13.4e}"
                                for t2 in (0.05, 0.09, 0.1)))
kappa = np.log(2.0)
measured = np.log(abs(errors[0.05, 16] / errors[0.05, 24])
                  * (16 / 24) ** 1.5) / 8
assert abs(measured / kappa - 1) < 0.02
leading = (2 * t1 * np.sqrt(0.75) * 0.5**24
           / (np.sqrt(np.pi) * 24**1.5))
assert abs(leading / errors[0.05, 24] - 1) < 0.10
print(f"t2 = 0.05 Ha: rate measured from N = 16, 24: {measured:.5f} per cell")
print(f"t2 = 0.05 Ha, N = 24: leading formula {leading:.4e} Ha")
for N in (24, 17):
    limit = (2 * np.pi * t1 / (3 * N**2) if N % 2 == 0
             else -np.pi * t1 / (3 * N**2))
    assert abs(errors[0.1, N] / limit - 1) < 0.01
    print(f"Gapless chain, N = {N}: leading formula {limit:.4e} Ha")

# ---------- Gapless chain with a smooth thermal occupation ----------
kT = 0.02


def thermal_density(k):
    e = band(k, t1, t1)
    return -2 * kT * (np.logaddexp(0, e / kT) + np.logaddexp(0, -e / kT))


thermal_bulk = quad(thermal_density, 0, np.pi, epsabs=1e-14,
                    epsrel=1e-13, limit=200)[0] / np.pi
kappa_T = 2 * np.arcsinh(np.pi * kT / (2 * t1))
print(f"Gapless chain at kT = {kT:.2f} Ha: kappa_T = {kappa_T:.5f} per cell")
print("N, grand-potential error per cell/Ha, leading formula/Ha")
for N in (8, 9, 16, 17, 24):
    levels = ring_levels(N, t1, t1)
    omega = -2 * kT * np.sum(np.logaddexp(0, -levels / kT)) / N
    error = omega - thermal_bulk
    expected = 8 * kT * (-1) ** N * np.exp(-kappa_T * N) / N
    # The second translation contributes about exp(-kappa_T*N)/2.
    assert abs(error / expected - 1) < 0.01
    print(f"{N:3d} {error:13.4e} {expected:13.4e}")

print("all tests passed")
```

It prints:

```
Electron gas: r_s = 3.0 bohr, kF = 0.63972 1/bohr
Bulk Fermi energy = 0.204620 Ha
Bulk energy per electron = 0.122772 Ha = 3.3408 eV
N_e, L/bohr, kF*L, (kF*L/2pi)^2, energy per electron/Ha
   2    6.0929   3.8978   0.3848   0.000000
  14   11.6554   7.4562   1.4082   0.124546
  38   16.2584  10.4008   2.7402   0.117907
  54   18.2788  11.6933   3.4635   0.118158
  66   19.5433  12.5023   3.9593   0.122155
 114   23.4487  15.0006   5.6998   0.124704
N_e, total error/%, translation part/%, refilling part/%, error/mHa
   2  -100.000   -99.968    0.000  -122.7723
  14     1.445     1.453    0.000     1.7736
  38    -3.963    -3.958    0.000    -4.8652
  54    -3.759    -3.755    0.000    -4.6145
  66    -0.502    -0.813    0.312    -0.6168
 114     1.574     1.576    0.000     1.9322
Error for 114 electrons = 52.58 meV per electron
Closed shells with 2000 < N_e < 40000: 205
rms of N_e * relative error: direct 2.008, predicted 2.021
Sign changes in this series: 32
Chain t1 = 0.10 Ha, t2 = 0.05 Ha: gap = 0.100 Ha, kappa = 0.69315, 1/kappa = 1.443 cells
Chain t1 = 0.10 Ha, t2 = 0.09 Ha: gap = 0.020 Ha, kappa = 0.10536, 1/kappa = 9.491 cells
N, error per cell/Ha for t2 = 0.05, 0.09, 0.10 Ha
  4    9.0548e-04    8.6639e-03    1.3227e-02
  5   -3.0484e-04   -3.4431e-03   -4.2375e-03
  8    1.8222e-05    1.4954e-03    3.2809e-03
  9   -7.5577e-06   -8.3989e-04   -1.2974e-03
 16    2.4210e-08    1.8171e-04    8.1865e-04
 17   -1.1028e-08   -1.3173e-04   -3.6271e-04
 24    5.0830e-11    3.8934e-05    3.6371e-04
t2 = 0.05 Ha: rate measured from N = 16, 24: 0.69473 per cell
t2 = 0.05 Ha, N = 24: leading formula 4.9539e-11 Ha
Gapless chain, N = 24: leading formula 3.6361e-04 Ha
Gapless chain, N = 17: leading formula -3.6235e-04 Ha
Gapless chain at kT = 0.02 Ha: kappa_T = 0.61842 per cell
N, grand-potential error per cell/Ha, leading formula/Ha
  8    1.4258e-04    1.4205e-04
  9   -6.7905e-05   -6.8030e-05
 16    5.0444e-07    5.0443e-07
 17   -2.5579e-07   -2.5580e-07
 24    2.3884e-09    2.3884e-09
all tests passed
```
